**Fringing energy and the limit of air-gap capacitance reduction**

The program studies lines of height \(h\), width \(w\) and spacing \(s\) at alternating potentials in a dielectric of relative permittivity \(\kappa\). It asserts that a finite-element solution agrees with \(C=\kappa\varepsilon_0(h/s+F)\) for four line shapes, where \(F\) is the fringe constant, and that direct quadrature of the conformal map reproduces \(F\). It also asserts the two energy bounds for an air-filled gap, the linear law for a central wall-to-wall void, and the minimum saving for each height increment inside the gap. For \(\kappa=3\), \(s=w=20\) nm and \(h=40\) nm, filling the gap with air lowers \(C\) from 81.0 to 45.0 pF/m, a reduction of 44.4% against the limit of 66.7%. Equal height increments do not lose value inside the gap, but they do beyond the line edges. Removing the fringing region restores the full reduction, and air layers of 30 nm above and below recover 99.6% of the shortfall. Widening a void towards the walls gives falling returns even without fringing.

## Check in Python

```python
"""
Result under test: air placed only between the tops and bottoms of metal lines
cannot give the full capacitance reduction 1 - 1/kappa, because field energy
remains in the dielectric above and below. Yet for a wall-to-wall void, equal
height increments inside the gap do NOT bring falling savings.

Symbols: s spacing, w line width, h line height, kappa relative permittivity.
Lines alternate between +V/2 and -V/2. C is the charge per length on one side
of a line divided by V. In the solver lengths are in units of s and C in units
of eps0. Closed form for uniform dielectric: C = kappa*(h/s + F), with
F = [(r+1)ln(r+1) - (r-1)ln(r-1)]/pi and r = 1 + w/s.
The solver treats a quarter of the symmetric cell by bilinear finite elements.
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.integrate import quad
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

KX = np.array([[2, -2, 1, -1], [-2, 2, -1, 1],
               [1, -1, 2, -2], [-1, 1, -2, 2]]) / 6.0
KY = np.array([[2, 1, -2, -1], [1, 2, -1, -2],
               [-2, -1, 2, 1], [-1, -2, 1, 2]]) / 6.0


def graded(breaks, n):
    """Nodes clustered at every break point."""
    u = np.linspace(0.0, 1.0, n + 1)
    g = u * u * (3 - 2 * u)
    parts = [lo + (hi - lo) * g[:-1] for lo, hi in zip(breaks[:-1], breaks[1:])]
    return np.append(np.concatenate(parts), breaks[-1])


def solve_cell(h, w, kappa, air=None, fringe=True, n=22):
    """Return C/eps0, element energies and element-centre coordinates."""
    half = h / 2
    b = 0.5 + w / 2
    ybreaks = [half * q for q in (0, 0.25, 0.5, 0.75, 1.0)]
    if fringe:
        ybreaks += [half + d for d in (0.25, 0.5, 1.5, max(4 * b, 3.0))]
    x = graded([0.0, 0.25, 0.5, b], n)
    y = graded(ybreaks, n)
    nx, ny = len(x), len(y)
    ix, iy = np.meshgrid(np.arange(nx - 1), np.arange(ny - 1), indexing="ij")
    ix, iy = ix.ravel(), iy.ravel()
    dx, dy = np.diff(x)[ix], np.diff(y)[iy]
    xc, yc = x[ix] + dx / 2, y[iy] + dy / 2
    eps = np.full(len(xc), float(kappa))
    if air is not None:
        eps[air(xc, yc)] = 1.0
    first = ix * ny + iy
    nodes = np.stack([first, first + ny, first + 1, first + ny + 1], axis=1)
    local = (eps * dy / dx)[:, None, None] * KX + (eps * dx / dy)[:, None, None] * KY
    rows = np.repeat(nodes, 4, axis=1).ravel()
    cols = np.tile(nodes, (1, 4)).ravel()
    stiff = coo_matrix((local.ravel(), (rows, cols)), shape=(nx * ny, nx * ny)).tocsr()
    xn, yn = np.repeat(x, ny), np.tile(y, nx)
    metal = (xn >= 0.5 - 1e-10) & (yn <= half + 1e-10)
    fixed = metal | (xn < 1e-12)
    phi = np.where(metal, 1.0, 0.0)
    free = np.flatnonzero(~fixed)
    load = -(stiff @ phi)[free]
    phi[free] = spsolve(stiff[free][:, free].tocsc(), load)
    pe = phi[nodes]
    energy = np.einsum("ei,eij,ej->e", pe, local, pe)
    return energy.sum(), energy, xc, yc


def void(half_height, half_width=0.5):
    return lambda x, y: (x < half_width) & (y < half_height)


def fringe_constant(w):
    r = 1 + w
    return ((r + 1) * np.log(r + 1) - (r - 1) * np.log(r - 1)) / np.pi


# Worked example: round model parameters
kappa = 3.0
s_nm, w_nm, h_nm = 20.0, 20.0, 40.0
h, w = h_nm / s_nm, w_nm / s_nm
half = h / 2
to_pf = epsilon_0 * 1e12
ideal = 1 - 1 / kappa
F = fringe_constant(w)

# Fringe constant from direct quadrature of the conformal map
r = 1 + w
beta, delta = r * r, 1e-7
flux = lambda u: r / np.sqrt(beta - np.exp(u)) / np.pi
charge = quad(flux, np.log(delta), 0, limit=200)[0] + quad(flux, 0, np.log(beta), limit=200)[0]
depth = r / np.pi * quad(lambda u: np.sqrt((1 - np.exp(u)) / (beta - np.exp(u))),
                         np.log(delta), 0, limit=200)[0]
F_quad = charge - depth
assert abs(F_quad - F) < 1e-5

# Closed form against the field solver, for several shapes
worst = 0.0
for hh, ww in ((2.0, 1.0), (2.0, 0.5), (1.0, 2.0), (4.0, 1.0)):
    numeric = solve_cell(hh, ww, 1.0)[0]
    worst = max(worst, abs(numeric / (hh + fringe_constant(ww)) - 1))
assert worst < 3e-3

# Uniform dielectric and energy shares
C0, e0, xc, yc = solve_cell(h, w, kappa)
p = e0[yc < half].sum() / C0
outside0 = 1 - p

# Gap completely filled with air, nothing changed above or below
C1, e1, xc, yc = solve_cell(h, w, kappa, void(half))
R1 = 1 - C1 / C0
outside1 = e1[yc > half].sum() / C1
upper = 1 - p * (1 - 1 / kappa)
lower = 1 / (1 + p * (kappa - 1))
assert lower < C1 / C0 < upper
assert R1 < ideal and outside1 > outside0
C1_fine = solve_cell(h, w, kappa, void(half), n=36)[0]
mesh_change = abs(C1_fine / C1 - 1)
assert mesh_change < 2e-3

# Equal increments of void height: four inside the gap, two beyond the edges
tops = [0.25 * half, 0.5 * half, 0.75 * half, half, half + 0.25, half + 0.5]
Cs = np.array([C0] + [solve_cell(h, w, kappa, void(t))[0] for t in tops])
savings = -np.diff(Cs)
plate_saving = (kappa - 1) * 2 * (tops[1] - tops[0])
assert np.all(savings[:4] >= plate_saving - 1e-8)
assert savings[3] > savings[2] > savings[1] > savings[0] - 1e-8
assert savings[4] < savings[3] and savings[5] < savings[4]
assert savings[5] < plate_saving
# Central void of half the line height against the linear law
C_half_law = kappa * (h + F) - (kappa - 1) * h / 2
assert abs(Cs[2] / C_half_law - 1) < 3e-3
R_half = 1 - Cs[2] / C0
R_half_law = ideal * (h / 2) / (h + F)
assert abs(R_half - R_half_law) < 2e-3

# Counterfactual 1: no fringing region in the cell
N0 = solve_cell(h, w, kappa, fringe=False)[0]
N_mid = solve_cell(h, w, kappa, void(half, 0.25), fringe=False)[0]
N1 = solve_cell(h, w, kappa, void(half), fringe=False)[0]
assert abs(1 - N1 / N0 - ideal) < 1e-8
assert abs(N_mid - kappa * h / (1 + (kappa - 1) * 0.5)) < 1e-8

# Counterfactual 2: air also in layers of thickness 1.5 s above and below
C2 = solve_cell(h, w, kappa, lambda x, y: y < half + 1.5)[0]
R2 = 1 - C2 / C0
recovered = (R2 - R1) / (ideal - R1)
assert 0.9 < recovered < 1

# Widening a full-height void from the middle towards the walls
C_mid = solve_cell(h, w, kappa, void(half, 0.25))[0]
first_width, second_width = C0 - C_mid, C_mid - C1
assert first_width > second_width
assert N0 - N_mid > N_mid - N1

# Aspect ratio: remaining fringe constant and total reduction
ratios = (1.0, 2.0, 4.0)
remaining, reductions = [], []
for hh in ratios:
    before = solve_cell(hh, w, kappa)[0]
    after = solve_cell(hh, w, kappa, void(hh / 2))[0]
    remaining.append(after - hh)
    reductions.append(1 - after / before)
assert max(remaining) - min(remaining) < 1e-2
assert reductions[0] < reductions[1] < reductions[2] < ideal

print(f"relative permittivity kappa = {kappa:.1f}")
print(f"spacing s = {s_nm:.0f} nm, width w = {w_nm:.0f} nm")
print(f"line height h = {h_nm:.0f} nm, h/s = {h:.1f}")
print(f"fringe constant F, formula = {F:.4f}")
print(f"fringe constant F, map quadrature = {F_quad:.4f}")
print(f"largest relative error of closed form = {worst:.1e}")
print(f"relative mesh change, filled gap = {mesh_change:.1e}")
print(f"C uniform, formula = {kappa*(h+F)*to_pf:.2f} pF/m")
print(f"C uniform, solver = {C0*to_pf:.2f} pF/m")
print(f"plate part of uniform C = {kappa*h*to_pf:.2f} pF/m")
print(f"fringe part of uniform C = {kappa*F*to_pf:.2f} pF/m")
print(f"energy share in gap, uniform, p = {p:.4f}")
print(f"energy share outside gap, uniform = {outside0:.4f}")
print(f"C with gap filled by air = {C1*to_pf:.2f} pF/m")
print(f"energy share outside, filled gap = {outside1:.4f}")
print(f"C ratio: lower bound = {lower:.4f}")
print(f"C ratio: solver = {C1/C0:.4f}")
print(f"C ratio: upper bound = {upper:.4f}")
print(f"reduction, filled gap = {100*R1:.2f} %")
print(f"reduction, all dielectric removed = {100*ideal:.2f} %")
print(f"C, central void of height h/2, solver = {Cs[2]*to_pf:.2f} pF/m")
print(f"C, central void of height h/2, law = {C_half_law*to_pf:.2f} pF/m")
print(f"reduction, central void h/2, solver = {100*R_half:.2f} %")
print(f"reduction, central void h/2, law = {100*R_half_law:.2f} %")
print(f"minimum saving per 10 nm inside gap = {plate_saving*to_pf:.3f} pF/m")
for t, saved in zip(tops, savings):
    print(f"void height to {2*t*s_nm:.0f} nm: extra saving {saved*to_pf:.3f} pF/m")
print(f"saving, first half of void width = {first_width*to_pf:.2f} pF/m")
print(f"saving, second half of void width = {second_width*to_pf:.2f} pF/m")
print(f"same without fringing, first half = {(N0-N_mid)*to_pf:.2f} pF/m")
print(f"same without fringing, second half = {(N_mid-N1)*to_pf:.2f} pF/m")
print(f"reduction without fringing, filled gap = {100*(1-N1/N0):.2f} %")
print(f"air layers above and below = {1.5*s_nm:.0f} nm each")
print(f"reduction with these layers = {100*R2:.2f} %")
print(f"part of shortfall recovered = {100*recovered:.1f} %")
for hh, fr, red in zip(ratios, remaining, reductions):
    print(f"h/s = {hh:.0f}: F' = {fr:.4f}, reduction = {100*red:.2f} %")
print("verified")
```

It prints:

```
relative permittivity kappa = 3.0
spacing s = 20 nm, width w = 20 nm
line height h = 40 nm, h/s = 2.0
fringe constant F, formula = 1.0491
fringe constant F, map quadrature = 1.0491
largest relative error of closed form = 2.1e-04
relative mesh change, filled gap = 2.1e-04
C uniform, formula = 80.99 pF/m
C uniform, solver = 81.00 pF/m
plate part of uniform C = 53.13 pF/m
fringe part of uniform C = 27.87 pF/m
energy share in gap, uniform, p = 0.6626
energy share outside gap, uniform = 0.3374
C with gap filled by air = 44.99 pF/m
energy share outside, filled gap = 0.5958
C ratio: lower bound = 0.4301
C ratio: solver = 0.5555
C ratio: upper bound = 0.5583
reduction, filled gap = 44.45 %
reduction, all dielectric removed = 66.67 %
C, central void of height h/2, solver = 63.29 pF/m
C, central void of height h/2, law = 63.28 pF/m
reduction, central void h/2, solver = 21.86 %
reduction, central void h/2, law = 21.86 %
minimum saving per 10 nm inside gap = 8.854 pF/m
void height to 10 nm: extra saving 8.854 pF/m
void height to 20 nm: extra saving 8.855 pF/m
void height to 30 nm: extra saving 8.870 pF/m
void height to 40 nm: extra saving 9.428 pF/m
void height to 50 nm: extra saving 6.088 pF/m
void height to 60 nm: extra saving 2.587 pF/m
saving, first half of void width = 24.71 pF/m
saving, second half of void width = 11.30 pF/m
same without fringing, first half = 26.56 pF/m
same without fringing, second half = 8.85 pF/m
reduction without fringing, filled gap = 66.67 %
air layers above and below = 30 nm each
reduction with these layers = 66.57 %
part of shortfall recovered = 99.6 %
h/s = 1: F' = 3.0816, reduction = 33.61 %
h/s = 2: F' = 3.0817, reduction = 44.45 %
h/s = 4: F' = 3.0818, reduction = 53.25 %
verified
```
